# Separation of two implanted atoms from one molecular ion: a program that tests the result

```python
"""
Result under test: two atoms stop independently about the same mean point,
each Cartesian deviation being Gaussian with standard deviation sigma.
Their mean separation is 4*sigma/sqrt(pi).
Symbols: sigma = straggle per axis (nm), r = separation (nm),
depth = distance below the surface (nm), J = dipole coupling scale (kHz).
Example: 10 keV N2 ions in diamond; material parameters are rough values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erf, erfcx

sigma = 3.0
mean_depth = 8.0
atom_energy = 5000.0
radius_limit = 10.0
mean_formula = 4 * sigma / np.sqrt(np.pi)


def density(r):
    return r**2 * np.exp(-r**2 / (4 * sigma**2)) / (
        2 * np.sqrt(np.pi) * sigma**3)


def probability_below(r):
    return erf(r / (2 * sigma)) - r * np.exp(-r**2 / (4 * sigma**2)) / (
        sigma * np.sqrt(np.pi))


def mean_from_two_radii(n):
    """Average over both atomic radii and their mutual angle."""
    x, w = np.polynomial.legendre.leggauss(n)
    radius = 4.5 * sigma * (x + 1)
    weight = 4.5 * sigma * w * np.sqrt(2 / np.pi) * radius**2 / sigma**3
    weight *= np.exp(-radius**2 / (2 * sigma**2))
    # cos(angle) = 1 - 2*t**2 removes the square-root endpoint
    t = (x + 1) / 2
    angle_weight = w * t
    a = radius[:, None, None]
    b = radius[None, :, None]
    distance = np.sqrt((a - b)**2 + 4 * a * b * t**2)
    return weight @ (distance @ angle_weight) @ weight


def lateral_average(h, s):
    """Mean distance at depth difference h; s is lateral difference std."""
    h = np.abs(h)
    return h + s * np.sqrt(np.pi / 2) * erfcx(h / (s * np.sqrt(2)))


def axial_mean(lateral_std, depth_std, offset=0.0):
    """Mean distance from standard deviations of the difference vector."""
    def integrand(x):
        gauss = np.exp(-x**2 / 2) / np.sqrt(2 * np.pi)
        return gauss * lateral_average(offset + depth_std * x, lateral_std)
    return quad(integrand, -10, 10, epsabs=1e-11, limit=200)[0]


def mean_below_cut(cut):
    """Mean separation when both atoms must lie deeper than cut."""
    x, w = np.polynomial.legendre.leggauss(300)
    top = mean_depth + 9 * sigma
    z = cut + (top - cut) * (x + 1) / 2
    weight = w * np.exp(-(z - mean_depth)**2 / (2 * sigma**2))
    weight /= weight.sum()
    table = lateral_average(z[:, None] - z[None, :], np.sqrt(2) * sigma)
    return weight @ table @ weight


def check_sample(sample, expected):
    error = np.std(sample) / np.sqrt(len(sample))
    assert abs(np.mean(sample) - expected) < 5 * error


# Mean from the definition, without using the difference distribution
mean_coarse = mean_from_two_radii(40)
mean_fine = mean_from_two_radii(80)
assert abs(mean_fine / mean_formula - 1) < 1e-5
assert abs(mean_fine / mean_coarse - 1) < 1e-4

# Convolution of two one-dimensional stopping distributions
for difference in (0.0, 2.0, 7.0):
    overlap = quad(lambda x: np.exp(
        -(x**2 + (x + difference)**2) / (2 * sigma**2))
        / (2 * np.pi * sigma**2), -40, 40, points=[-difference, 0])[0]
    predicted = np.exp(-difference**2 / (4 * sigma**2)) / (
        2 * sigma * np.sqrt(np.pi))
    assert abs(overlap / predicted - 1) < 1e-8

# Sampling of all six coordinates
rng = np.random.default_rng(7)
count = 1_000_000
first = rng.normal(0, sigma, (count, 3))
second = rng.normal(0, sigma, (count, 3))
separation = np.linalg.norm(first - second, axis=1)
check_sample(separation, mean_formula)
check_sample(separation**2, 6 * sigma**2)
single_mean = 2 * sigma * np.sqrt(2 / np.pi)
check_sample(np.linalg.norm(first, axis=1), single_mean)
for r in (3.0, 6.0, radius_limit):
    check_sample((separation < r).astype(float), probability_below(r))
    assert abs(quad(density, 0, r)[0] - probability_below(r)) < 1e-9
assert abs(quad(density, 0, 60)[0] - 1) < 1e-8
mode = minimize_scalar(lambda r: -density(r), bounds=(0.1, 20),
                       method="bounded", options={"xatol": 1e-8}).x
assert abs(mode - 2 * sigma) < 1e-4
median = brentq(lambda r: probability_below(r) - 0.5, 0.1, 20)
check_sample((separation < median).astype(float), 0.5)

# Dipole coupling, tested with two finite pairs of magnetic charges
moment = abs(const.value("electron g factor")) * const.value("Bohr magneton")
mu0 = const.value("vacuum mag. permeability")


def coupling_khz(r):
    return mu0 * moment**2 / (4 * np.pi * const.h * (r * 1e-9)**3) / 1e3


distance_m = mean_formula * 1e-9
length_m = 0.01 * distance_m
charge = moment / length_m
pair_energy = mu0 * charge**2 / (4 * np.pi) * (
    2 / distance_m - 2 / np.hypot(distance_m, length_m))
assert abs(pair_energy / const.h / 1e3 / coupling_khz(mean_formula) - 1) < 2e-4

# Every small-distance decade contributes equally to the mean coupling
decade_formula = np.log(10) / (2 * np.sqrt(np.pi) * sigma**3)
for upper in (1e-2, 1e-3):
    decade = quad(lambda r: density(r) / r**3, upper / 10, upper)[0]
    assert abs(decade / decade_formula - 1) < 1e-5


def cut_mean_coupling(lower):
    integral = quad(lambda r: density(r) / r**3, lower, 60)[0]
    return coupling_khz(1.0) * integral


# Lateral average and its isotropic limit
for h in (0.0, 1.5, 8.0):
    s = 3.4
    direct = quad(lambda q: q / s**2 * np.exp(-q**2 / (2 * s**2))
                  * np.hypot(q, h), 0, 50)[0]
    assert abs(direct - lateral_average(h, s)) < 1e-7
root2 = np.sqrt(2)
assert abs(axial_mean(root2 * sigma, root2 * sigma) - mean_formula) < 1e-7

# Unequal straggles
lateral_sigma = 2.4
anisotropic = axial_mean(root2 * lateral_sigma, root2 * sigma)
scale = np.array([lateral_sigma / sigma, lateral_sigma / sigma, 1.0])
check_sample(np.linalg.norm((first - second) * scale, axis=1), anisotropic)

# Correlated stopping points
rho = 0.1
correlated = mean_formula * np.sqrt(1 - rho)
partner = rho * first + np.sqrt(1 - rho**2) * second
check_sample(np.linalg.norm(first - partner, axis=1), correlated)

# Initial bond and straight-flight estimate of fragment repulsion
bond = 0.11
release_per_atom = 5.0
repulsion_offset = 2 * mean_depth * np.sqrt(release_per_atom / atom_energy)
offset = bond + repulsion_offset
with_offset = axial_mean(root2 * sigma, root2 * sigma, offset)
shifted = first - second + np.array([offset, 0, 0])
check_sample(np.linalg.norm(shifted, axis=1), with_offset)

# Surface and near-surface dead layer
dead_layer = 2.0
surface_mean = mean_below_cut(0.0)
dead_mean = mean_below_cut(dead_layer)
for cut, value in ((0.0, surface_mean), (dead_layer, dead_mean)):
    keep = (first[:, 2] + mean_depth > cut) & (
        second[:, 2] + mean_depth > cut)
    check_sample(separation[keep], value)

# Channelled fraction with a deeper and broader depth distribution
fraction, channel_depth, channel_sigma = 0.2, 16.0, 6.0
mixed_std = np.hypot(sigma, channel_sigma)
channelled = ((1 - fraction)**2 * mean_formula
              + 2 * fraction * (1 - fraction) * axial_mean(
                  root2 * sigma, mixed_std, channel_depth - mean_depth)
              + fraction**2 * axial_mean(
                  root2 * sigma, root2 * channel_sigma))
depths = []
for atom in (first, second):
    deep = rng.random(count) < fraction
    depths.append(np.where(
        deep, channel_depth + atom[:, 2] * channel_sigma / sigma,
        mean_depth + atom[:, 2]))
lateral = np.hypot(first[:, 0] - second[:, 0], first[:, 1] - second[:, 1])
check_sample(np.hypot(lateral, depths[0] - depths[1]), channelled)

# Short independent moves into lattice sites
capture_sigma = 0.5
captured = 4 * np.hypot(sigma, capture_sigma) / np.sqrt(np.pi)
moves = rng.normal(0, capture_sigma, (2, count, 3))
check_sample(np.linalg.norm(
    first + moves[0] - second - moves[1], axis=1), captured)

# Thermal hops of substitutional nitrogen and foreign atoms nearby
temperature, anneal_time, barrier, attempt = 1073.0, 7200.0, 4.5, 1e13
hops = attempt * anneal_time * np.exp(
    -barrier * const.e / (const.k * temperature))
fluence = 1e9
foreign = 2 * fluence * 1e-14 * np.pi * radius_limit**2


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


def show_change(label, value):
    change = 100 * (value / mean_formula - 1)
    print(f"{label}: {value:.3f} nm ({change:+.2f} %)")


show("Energy per N atom", atom_energy, "eV")
show("Mean depth (rough)", mean_depth, "nm")
show("Straggle sigma per axis (rough)", sigma, "nm")
show("Mean separation / sigma", mean_formula / sigma, "", 6)
show("Mean separation, formula", mean_formula, "nm", 6)
show("Mean separation, two-radius quadrature", mean_fine, "nm", 6)
show("Quadrature shift, 40 to 80 nodes", mean_fine - mean_coarse, "nm", 2)
show("Mean separation, random sampling", separation.mean(), "nm")
show("Sampling standard error", separation.std() / np.sqrt(count), "nm", 2)
show("Mean distance of one atom from centre", single_mean, "nm")
show("Most probable separation", mode, "nm")
show("Median separation", median, "nm")
show("Rms separation", np.sqrt(6) * sigma, "nm")
show("Separation limit", radius_limit, "nm")
show("Probability below limit", probability_below(radius_limit), "")
show("J at 1 nm", coupling_khz(1.0), "kHz", 5)
show("J at mean separation", coupling_khz(mean_formula), "kHz")
show("J at median separation", coupling_khz(median), "kHz")
show("J at separation limit", coupling_khz(radius_limit), "kHz")
show("Mean J, pairs below 1 nm left out", cut_mean_coupling(1.0), "kHz")
show("Mean J, pairs below 0.1 nm left out", cut_mean_coupling(0.1), "kHz")
show("Small-r mean J added per decade",
     coupling_khz(1.0) * decade_formula, "kHz")
show("Lateral straggle in test case", lateral_sigma, "nm")
show_change("Mean with smaller lateral straggle", anisotropic)
show("Correlation in test case", rho, "")
show_change("Mean with correlation", correlated)
show("Initial bond length (rough)", bond, "nm")
show("Repulsion energy per atom (assumed)", release_per_atom, "eV")
show("Offset from repulsion", repulsion_offset, "nm", 3)
show_change("Mean with bond and repulsion offset", with_offset)
show_change("Mean with both atoms below surface", surface_mean)
show("Dead layer (assumed)", dead_layer, "nm")
show_change("Mean with both below dead layer", dead_mean)
show("Channelled fraction (assumed)", fraction, "")
show("Channelled mean depth (assumed)", channel_depth, "nm")
show("Channelled depth straggle (assumed)", channel_sigma, "nm")
show_change("Mean with channelled fraction", channelled)
show("Site-capture move per axis (assumed)", capture_sigma, "nm")
show_change("Mean with site-capture moves", captured)
show("Anneal temperature", temperature, "K")
show("Anneal time", anneal_time, "s")
show("Substitutional N hop barrier (assumed)", barrier, "eV")
show("Hop attempt rate (assumed)", attempt, "1/s")
show("Expected thermal hops per N atom", hops, "", 2)
show("Molecular fluence (assumed)", fluence, "1/cm2")
show("Foreign N atoms within lateral limit", foreign, "", 3)
print("checks complete")
```

It prints:

```
Energy per N atom: 5000 eV
Mean depth (rough): 8 nm
Straggle sigma per axis (rough): 3 nm
Mean separation / sigma: 2.25676
Mean separation, formula: 6.77028 nm
Mean separation, two-radius quadrature: 6.77027 nm
Quadrature shift, 40 to 80 nodes: 6.8e-06 nm
Mean separation, random sampling: 6.771 nm
Sampling standard error: 0.0029 nm
Mean distance of one atom from centre: 4.787 nm
Most probable separation: 6 nm
Median separation: 6.526 nm
Rms separation: 7.348 nm
Separation limit: 10 nm
Probability below limit: 0.8646
J at 1 nm: 52041 kHz
J at mean separation: 167.7 kHz
J at median separation: 187.3 kHz
J at separation limit: 52.04 kHz
Mean J, pairs below 1 nm left out: 824.8 kHz
Mean J, pairs below 0.1 nm left out: 2069 kHz
Small-r mean J added per decade: 1252 kHz
Lateral straggle in test case: 2.4 nm
Mean with smaller lateral straggle: 5.888 nm (-13.03 %)
Correlation in test case: 0.1
Mean with correlation: 6.423 nm (-5.13 %)
Initial bond length (rough): 0.11 nm
Repulsion energy per atom (assumed): 5 eV
Offset from repulsion: 0.506 nm
Mean with bond and repulsion offset: 6.794 nm (+0.35 %)
Mean with both atoms below surface: 6.739 nm (-0.46 %)
Dead layer (assumed): 2 nm
Mean with both below dead layer: 6.646 nm (-1.83 %)
Channelled fraction (assumed): 0.2
Channelled mean depth (assumed): 16 nm
Channelled depth straggle (assumed): 6 nm
Mean with channelled fraction: 8.208 nm (+21.23 %)
Site-capture move per axis (assumed): 0.5 nm
Mean with site-capture moves: 6.864 nm (+1.38 %)
Anneal temperature: 1073 K
Anneal time: 7200 s
Substitutional N hop barrier (assumed): 4.5 eV
Hop attempt rate (assumed): 1e+13 1/s
Expected thermal hops per N atom: 5.3e-05
Molecular fluence (assumed): 1e+09 1/cm2
Foreign N atoms within lateral limit: 0.00628
checks complete
```
